Maximum thermoelectric leg efficiency and the error of an averaged zT

**The failure of an averaged zT**

Consider a thermoelectric leg between 800 K and 300 K whose figure of merit zT rises from 0.12 at the cold end to 1.29 at the hot end. Its temperature average is 0.69. Put into the formula for constant properties, this average predicts a maximum efficiency of 11.2 %. The leg's true maximum, within the same one-dimensional model, is 10.0 %. Moreover, the upper limit for any leg with this zT(T) is 10.13 %, whatever its Seebeck coefficient. The average has therefore produced an efficiency that the material data forbid. Refining the average does not remove the difficulty, because legs with identical zT(T) can have different maximum efficiencies.

**The equation for the relative current density**

Let x run from the hot end to the cold end of a p-type leg of length L. The Seebeck coefficient S, resistivity ρ and thermal conductivity κ are positive, smooth functions of temperature T. The state is steady, the sides lose no heat and the contacts are ideal. The current density J is positive along x. A prime denotes d/dx. The heat flux and the electric field (minus the gradient of the electrochemical potential per unit charge) are

q = STJ − κT′,  E = ρJ + ST′.

Energy conservation requires dq/dx = JE. Differentiating q gives

JTS′ + JST′ − (κT′)′ = ρJ² + JST′.

The terms JST′ cancel, leaving

(κT′)′ = JTS′ − ρJ².  (1)

Define u as the current density per unit of conducted heat flux, and w as its inverse:

u = J/(−κT′),  w = 1/u = −κT′/J.

Equation (1) divided by −J reads w′ = −TS′ + ρJ. Dividing by T′ and using J/T′ = −κu gives

dw/dT = −T dS/dT − ρκ/w.  (2)

Since du/dT = −u² dw/dT, this is equivalent to

du/dT = u²T dS/dT + u³ρκ.  (3)

The signs belong to this definition of u; defining u with +κT′ would reverse the sign of the u² term and leave that of the u³ term unchanged. For an n-type leg, S and J change sign together, so u is negative and (3) keeps its form.

The description needs T to fall steadily along the leg. Where T′ = 0, S′ = (dS/dT)T′ also vanishes, and (1) gives κT″ = −ρJ² < 0. Any interior extremum is thus a maximum. A leg whose temperature falls at its hot end keeps falling to the cold end; the remaining case is treated below.

**Efficiency from the two ends**

The heat flux can be written q = JΦ, with

Φ = ST + 1/u.

Subscripts h and c denote the hot and cold ends. The electric power per unit area is q_h − q_c, so

η = 1 − Φ_c/Φ_h.  (4)

Equation (2) also gives dΦ/dT = S + T dS/dT + dw/dT = S − uρκ, and therefore

η = ∫(S − uρκ)dT / Φ_h.

Here and below, integrals without limits run from T_c to T_h. The first term is the Seebeck voltage and the second the ohmic voltage drop. From J dx = −uκ dT,

JL = ∫uκ dT.

At fixed end temperatures the efficiency does not depend on length, and the current density that realizes a given u varies as 1/L.

**The condition for the maximum**

One number, w_h, remains free. Let two neighbouring solutions of (2) differ by δw. Linearizing gives d(δw)/dT = (ρκ/w²)δw, and integration from cold to hot yields

δw_c = D δw_h,  D = exp(−∫ρκu²dT).

The products ST at the ends are fixed, so dΦ_c/dΦ_h = D. Differentiating (4),

dη/dΦ_h = −(Φ_h D − Φ_c)/Φ_h².

The maximum satisfies D = Φ_c/Φ_h, that is

1 − η = exp(−∫ρκu²dT).  (5)

There is one such point. Write N = Φ_h D − Φ_c. Then dN/dΦ_h = Φ_h dD/dΦ_h, the two terms in D having cancelled. Raising w_h raises w at every temperature, which lowers u and raises D, so N increases strictly. As w_h → 0, equation (2) gives w² ≈ w_h² + 2ρκ(T_h − T) near the hot end. The integral of ρκ/w² then diverges logarithmically, D → 0 and N → −Φ_c < 0. For large w_h, 1 − D falls as 1/w_h², while η ≈ ∫S dT/w_h. Since N = Φ_h[η − (1 − D)], it tends to ∫S dT > 0. Thus N changes sign once, and η rises before that point and falls after it.

Larger currents make the temperature rise above T_h inside the leg before falling. Conduction at the hot end then runs backward, so Φ_h < S_hT_h. Where the temperature passes T_h again on its way down, w is not negative. Because Φ_c increases with this w, it is no smaller than its limit for w_h → 0. If Φ_h is still positive, the efficiency is below the w_h → 0 limit, which is itself below the maximum; if not, the leg takes no heat from the source. A reversed current consumes power. The solution of (5) is therefore the maximum over all currents.

**Marching direction and discretization error**

The algorithm has four steps.

1. Choose w_h and integrate (2) downward from T_h to T_c.
2. Evaluate N, or equivalently D − Φ_c/Φ_h.
3. Bracket its sign change and solve for w_h. A natural scale for the bracket is w₀ = 2∫ρκ dT/∫S dT, the weak-zT optimum derived below. If the signs at the two ends agree, widen the bracket.
4. Obtain η from (4) and J from JL = ∫uκ dT.

The direction matters. Going down in temperature, w grows at the rate T dS/dT + ρκ/w. Even if S falls with T, the second term dominates near w = 0 and drives w away from it. Going up, once w is small enough for this term to dominate, it drives w into zero, and u diverges as [2ρκ(T* − T)]^(−1/2) at some temperature T*. This is the temperature at which the conducted flux vanishes, and no hotter hot end is compatible with the chosen u_c. For the leg below, the largest u_c that reaches 800 K is 4.14 V⁻¹. With a value 5 % larger, u passes 1000 V⁻¹ at 770 K. The optimum, u_c = 2.23 V⁻¹, lies well inside the safe range.

With a fourth-order Runge–Kutta march, refining from 20 to 200 temperature steps changes the efficiency by 2.6×10⁻⁷ percentage points. Fourth-order convergence predicts a remaining error of 2.6×10⁻¹¹ points at 200 steps, and a change of 15/16 of that, 2.4×10⁻¹¹, on going to 400. The computed change is 2.5×10⁻¹¹. Discretization is negligible beside the averaging errors that follow.

**Constant properties as a limit**

Let S and a = ρκ be constant, ΔT = T_h − T_c and T_m = (T_h + T_c)/2. Equation (2) becomes w dw = −a dT, so

w_c² − w_h² = 2aΔT,  ∫(a/w²)dT = ln(w_c/w_h),  D = w_h/w_c.

Setting D = Φ_c/Φ_h and multiplying out gives

S(w_hT_h − w_cT_c) = w_c² − w_h² = 2aΔT.

Let W = (w_h + w_c)/2 and d = w_c − w_h = aΔT/W. The bracket equals WΔT − dT_m, so

W² − (2a/S)W − aT_m = 0,  W = (a/S)(1 + m),  m = √(1 + ZT_m),

with Z = S²/a. Hence d = SΔT/(1 + m). Since a = S²T_m/(m² − 1), also W = ST_m/(m − 1). The efficiency is 1 − D = d/(W + d/2), or

η = ΔT(m − 1)/(mT_h + T_c) = (ΔT/T_h)(m − 1)/(m + T_c/T_h).  (6)

For S = 200 µV/K, ρ = 1.5 mΩ cm and κ = 1.5 W/(m K), ZT_m = 0.978, and the march reproduces (6) to rounding error.

**What zT(T) alone can settle**

From (4), −ln(1 − η) = ∫(d ln Φ/dT)dT. With y = uST and zT = S²T/(ρκ),

T d ln Φ/dT = (y − y²/zT)/(1 + y).

Setting the derivative with respect to y to zero gives y² + 2y − zT = 0, so y = r − 1 with r = √(1 + zT). The best local value of u is

s = (r − 1)/(ST).

Because zT = (r − 1)(r + 1), the maximum of the right-hand side is (r − 1)/(r + 1), and

η ≤ 1 − exp[−∫(r − 1)/(r + 1) dT/T].  (7)

This bound depends on zT(T) alone. Reaching it requires u = s at every temperature, but u must also obey (3). Both hold only if S is proportional to [(r − 1)/(rT)] exp F(T), where F(T) is the integral in (7) taken from T_c to T, and ρκ = S²T/zT. For any other Seebeck curve the two conditions conflict. At fixed zT(T), ρκ follows from S, and the loss depends on the shape of S(T) but not on its overall scale.

**The averaging error for weak zT**

Write ⟨ ⟩ for a plain average over temperature, A = ∫S dT and B = ∫ρκ dT. If zT is small, u is small and, by (3), nearly constant, while Φ_h ≈ 1/u. Then

η ≈ uA − u²B,  u₀ = A/(2B),  η₀ = A²/(4B).

In the same limit (6) becomes ZΔT/4, because m − 1 ≈ ZT_m/2. The correct effective value is therefore

Z_eff = ⟨S⟩²/⟨ρκ⟩.

Using ⟨zT⟩ in place of Z_eff T_m multiplies the efficiency by

(⟨z⟩/Z_eff) × (⟨zT⟩/(⟨z⟩T_m)).  (8)

The first factor is at least 1, by the Cauchy–Schwarz inequality applied to S/√(ρκ) and √(ρκ). The second exceeds 1 when z and T are positively correlated. Neither tends to 1 as zT is scaled down, so this error survives in the weak limit.

Z_eff has an error of the next order. Put v = 1/w_h and P(T) = S_hT_h − ∫θ(dS/dθ)dθ, the integral running from T to T_h. To this order w = w_h + c, with

c(T) = S_hT_h − P(T) + v∫ρκ dθ,

over the same range, and 1/w ≈ v − v²c. Thus

η ≈ v(1 − vS_hT_h)[A − vB + v²∫ρκc dT].

Since η₀ is stationary, the correction may be evaluated at v = u₀, where A − vB = vB = A/2. Let P̄ be the average of P weighted by ρκ. Then ∫ρκc dT = B(S_hT_h − P̄) + vB²/2. Collecting terms, S_hT_h cancels and

η ≈ η₀[1 − u₀(P̄ − A/4)].

A constant-property leg with the same ⟨S⟩ and ⟨ρκ⟩ has the same u₀ and A, but P = ⟨S⟩T_h. The relative error of using Z_eff in (6) is therefore

u₀(P̄ − ⟨S⟩T_h),  (9)

which is of first order in zT.

**A leg in the range of p-type lead telluride**

The model properties are quadratics in T through the values at 300, 550 and 800 K:

S: 80, 190, 260 µV/K
ρ: 0.50, 1.45, 2.80 mΩ cm
κ: 3.200, 2.025, 1.500 W/(m K)

At the optimum, Φ_h = 0.5246 V and Φ_c = 0.4720 V, so

η = 1 − 0.4720/0.5246 = 10.0 %.

For L = 5 mm, JL = 27.26 A/cm gives J = 54.5 A/cm², and the hot end takes in 54.5 × 0.5246 = 28.6 W/cm². As an independent test, the heat equation was solved in x, the power was taken from the terminal voltage and J was varied directly. This gave the same 10.03 % and 54.5 A/cm².

The bound (7) is 10.13 %. At the optimum u runs from 2.23 to 3.16 V⁻¹, while s lies between about 2.4 and 2.8 V⁻¹. The difference is largest at the hot end, where u exceeds s by 28 %. The leg still comes close to the bound because the integrand is stationary at u = s, so the loss is of second order in the difference.

For the averaged formula, the values of zT at five equally spaced temperatures and Simpson's rule give

⟨zT⟩ = (0.120 + 4×0.356 + 2×0.676 + 4×1.024 + 1.288)/12 = 0.690.

Then m = 1.300 and η = 0.625 × 0.300/(1.300 + 0.375) = 11.2 %. The errors below are relative to the true maximum:

⟨zT⟩: +11.6 %
zT at T_m: +10.0 %
peak zT: +69 %
⟨S⟩²T_m/⟨ρκ⟩: +4.9 %
⟨S⟩²T_m/(⟨ρ⟩⟨κ⟩): −3.0 %

The last entry is smallest through cancellation. Here ρ rises while κ falls, so ⟨ρ⟩⟨κ⟩ exceeds ⟨ρκ⟩ and lowers the estimate, against the positive error of Z_eff. Other property curves need not cancel in this way.

The factors in (8) are 1.003 and 1.084, a predicted weak-limit error of 8.8 %. When κ is multiplied by 10, 100 and 1000, with S and ρ fixed, the error of ⟨zT⟩ is 9.2, 8.8 and 8.8 %. In the weak limit nearly all of the error thus comes from the correlation of z with T. At the original κ this correlation accounts for only a little over half of the 11.6 %; most of the rest is the error of Z_eff itself.

Equation (9) can be checked from the same five temperatures. Trapezoidal steps in S give P = 115.3, 137.0, 161.4, 185.9 and 208.0 mV, and Simpson's rule gives P̄ = 168.1 mV. With ⟨S⟩ = 183.3 µV/K, ⟨S⟩T_h = 146.7 mV. With ⟨ρκ⟩ = 2.92×10⁻⁵ V²/K, u₀ = 3.14 V⁻¹. The predicted error is 3.14 × 0.0214 = 6.7 %. The five-point steps put P̄ slightly low; exact integration gives 168.3 mV and 6.8 %. This is divided by the factor applied to κ. For factors 10, 100 and 1000 it means 0.68, 0.068 and 0.007 %; the full calculation gives 0.65, 0.068 and 0.007 %. At the original κ the first-order estimate of 6.8 % is too large compared with 4.9 %, so higher orders matter there.

Two further legs keep zT(T) and κ(T) fixed while S is replaced and ρ adjusted. With constant S = 220 µV/K the maximum is 9.42 %. With S falling linearly from 360 to 200 µV/K it is 8.34 %. The ⟨zT⟩ formula still returns 11.2 %, now 19 % and 34 % too high. These are mathematical constructions, although their ρκ stays above the Wiedemann–Franz value with the Sommerfeld Lorenz number.

**Comparison with a real leg**

The property values are rough ones for heavily doped p-type lead telluride, not data for a particular sample. A 300 K cold end is demanding, since about 26 W/cm² must be removed there. The efficiency is that of one leg; a couple also needs an n-type leg. For rough contact values of 5 µΩ cm² and 0.10 K cm²/W at each end, the electrical contacts cost about 0.10 percentage points and the thermal interfaces about 0.08. Side loss is the largest neglected effect among those estimated. An isolated leg 2 mm wide with emissivity 0.3, facing surroundings at 300 K, would radiate 6.5 % of its heat intake if its temperature profile were unchanged. Charging all of that to the hot source at fixed power would lower the efficiency to about 10.03/1.065 = 9.4 %. This overstates the loss, because part of the radiated heat would otherwise have left at the cold end. With the radiation term included in the energy balance and the current re-optimized, the efficiency is about 9.6 %, a loss of about 0.4 points. Neighbouring hot legs would reduce the loss further. A κ that is 10 % higher lowers the efficiency by 0.66 points. Such an uncertainty in κ matters about as much as the choice between Z_eff and the full integration, which differ by 0.5 points, but less than the 1.2-point error of ⟨zT⟩. The numerical output gives the remaining intermediate values.

Calculated quantities

```
T_c = 300 K, T_h = 800 K, T_m = 550 K, L = 5.0 mm
T[K] S[uV/K] rho[mOhm cm] kappa[W/m/K] zT s[1/V] u[1/V]
300 80.0 0.500 3.200 0.120 2.429 2.232
425 140.0 0.925 2.531 0.356 2.763 2.377
550 190.0 1.450 2.025 0.676 2.820 2.576
675 230.0 2.075 1.681 1.024 2.722 2.833
800 260.0 2.800 1.500 1.288 2.464 3.158
Wiedemann-Franz share of kappa, cold and hot: 0.46, 0.47
Carnot efficiency: 62.50 %
Phi_h = 0.52463 V, Phi_c = 0.47202 V
maximum efficiency, march: 10.0283 %
maximum efficiency, real space: 10.0283 %
J L = 27.2632 A/cm
best J, march: 54.53 A/cm2; real space: 54.53 A/cm2
heat flux hot: 28.61 W/cm2; cold: 25.74 W/cm2
electric power density: 2.869 W/cm2
largest relative mismatch of u(T), real space vs march: 1.3e-06
efficiency shift, 20 to 200 steps: 2.6e-07 points
efficiency shift, 200 to 400 steps: 2.5e-11 points
constant-property check: Z T_m = 0.9778, efficiency error -1.7e-14 points
largest u_c that reaches T_h: 4.143 1/V
u_c 5 % above it: u passes 1000 1/V at 770.3 K
local bound from zT(T): 10.1335 %
average used: value, formula efficiency [%], relative error [%]
<zT>: 0.6899, 11.193, +11.61
zT at T_m: 0.6762, 11.031, +10.00
peak zT: 1.2876, 16.970, +69.22
<S>^2 T_m/(<rho><kappa>): 0.5713, 9.730, -2.97
<S>^2 T_m/<rho kappa>: 0.6341, 10.521, +4.91
legs with the same zT(T): efficiency [%], real space [%], error of <zT> [%]
main: 10.0283, 10.0283, +11.61
constant-S twin: 9.4240, 9.4240, +18.77
falling-S twin: 8.3425, 8.3425, +34.17
Cauchy-Schwarz factor: 1.0034; correlation factor: 1.0844
product minus one: 8.81 %
kappa factor: error of <zT> [%], error of <S>^2 T_m/<rho kappa> [%]
1: +11.61, +4.911
10: +9.16, +0.653
100: +8.84, +0.068
1000: +8.81, +0.007
rough inputs: contact 5 uOhm cm2 each, interface 0.10 K cm2/W each
contact resistance loss: 0.104 points
interface drops: hot 2.86 K, cold 2.57 K
interface loss: 0.085 points
side radiation (emissivity 0.3, width 2 mm): 6.5 % of heat intake
kappa 10 % higher: efficiency change -0.661 points
```
